# How Rotation Changes Symmetric-Top Dissociation Rates for Adiabatic and Active K, part 2

Does rotation at fixed total energy $E$ speed or slow the dissociation of a symmetric top? $K$, the projection of $\mathbf J$ on the figure axis, is adiabatic (conserved from reactant to transition state, TS) or active (scrambled faster than reaction).

Energies are in cm⁻¹, from the non-rotating reactant's vibrational ground level (classical oscillators: well bottom). $E_0$ is the threshold, $\ddagger$ marks the TS, $c$ is the speed of light. $A$ (axial) and $B$ are rotational constants; $a=A-B$ ($a>0$ prolate), $X=J(J+1)$, $L=J+\tfrac12$, $R=BX+aK^2$, $R^\ddagger=B^\ddagger X+a^\ddagger K^2$, $k_0=k(E,J=0)$.

(A2) All reactant states with the same conserved quantum numbers are equally populated on the time scale of reaction.

(A4) The reactant ($n+1$ modes $\tilde\nu_i$) has density of states $\rho(\epsilon)$, the TS ($n$ modes) cumulative count $N^\ddagger(\epsilon)$, both smooth.
$$\beta=\frac{d\ln\rho}{d\epsilon}=\frac{hc}{k_BT},\qquad \beta^\ddagger=\frac{d\ln N^\ddagger}{d\epsilon}=\frac{hc}{k_BT^\ddagger},$$
by default at $E$ and $E-E_0$. Classically $T^\ddagger/T=\tau\equiv1-E_0/E$.

(i)
$$k_K\equiv k(E,J,K)=\frac{c\,N^\ddagger(E-E_0-R^\ddagger)}{\rho(E-R)},\qquad k_{\rm act}(E,J)=\frac{c\sum_{K=-J}^{J}N^\ddagger(E-E_0-R^\ddagger)}{\sum_{K=-J}^{J}\rho(E-R)}.$$

(ii) To first order $\ln(k_K/k_0)=\beta R-\beta^\ddagger R^\ddagger$, so $k_K>k_0$ if and only if $R^\ddagger/R<T^\ddagger/T$; classically $R^\ddagger/R<\tau$ is exact ($J\ge1$, $R<E$). The classical $K=0$ crossover for $B^\ddagger<B$ is $E^*=E_0/(1-B^\ddagger/B)$.

(iii) Small $J$, first order:
$$\ln\frac{k_{\rm act}}{k_0}=\frac X3\left[\beta(A+2B)-\beta^\ddagger(A^\ddagger+2B^\ddagger)\right].$$

(iv) Both tops prolate, classical oscillators, $K$ integrals, $\epsilon=E-BX$, $\epsilon^\ddagger=E-E_0-B^\ddagger X$, $aL^2\ge\epsilon>0$, $a^\ddagger L^2\ge\epsilon^\ddagger>0$:
$$k_{\rm act}=\nu\sqrt{\frac{a}{a^\ddagger}}\left[\frac{E-E_0-B^\ddagger X}{E-BX}\right]^{n+1/2},\qquad \nu=c\,\frac{\prod\tilde\nu_i}{\prod\tilde\nu_i^\ddagger}.$$

(v) For a prolate reactant, classical oscillators, $K$ integrals and continuous $X$, with $B^\ddagger/B<\tau<(A^\ddagger+2B^\ddagger)/(A+2B)$ and $\tau$ below the upper bound by a relative margin large compared with $\beta^\ddagger a^\ddagger\ll1$, $k_{\rm act}$ first falls below $k_0$, passes through at least one minimum, and finally exceeds $k_0$, diverging as $X\to E/B$.

**Lemma 4 (slope).** With sums replaced by integrals,
$$\frac{d\ln k_{\rm act}}{dX}=B\langle\beta\rangle-B^\ddagger\langle\beta^\ddagger\rangle+\frac{p^\ddagger(L)-p(L)}{L}.$$
The last term is the edge term. $p=f/I$, with $f(K)=\rho(E-R)$ and $I=\int_{-L}^{L}f\,dK$; $p^\ddagger$ likewise uses $N^\ddagger(E-E_0-R^\ddagger)$. Averages use $p$ and $p^\ddagger$.

**Orientation of $\mathbf J$.** Writing $t$ for $T^\ddagger/T$, or for $\tau$ in the classical case,
$$R^\ddagger-tR=(B^\ddagger-tB)(X-K^2)+(A^\ddagger-tA)K^2 .$$
The sign of this expression decides the direction exactly for classical oscillators, and to first order in $R$ and $R^\ddagger$ otherwise; when $t$ is close to one of the ratios, the first-order result can reverse at large $J$. Within these limits, if $t$ lies below both $A^\ddagger/A$ and $B^\ddagger/B$ every $K$ is slowed, and if it lies above both every $K$ is accelerated, for prolate and oblate tops alike. If $B^\ddagger/B<t$ and $a^\ddagger>ta$, collecting the $K^2$ terms shows acceleration for
$$\frac{K^2}{X}<\frac{tB-B^\ddagger}{a^\ddagger-ta}.$$
Since $K/\sqrt X$ is the cosine of the angle between $\mathbf J$ and the figure axis, this is a band of directions around the perpendicular. A bond breaking along the axis lowers $B$ and leaves $A$ nearly unchanged, so tumbling may help and spinning about the axis does not.

**The factor lost to the active rotor.** Dividing (iv) by the adiabatic $K=0$ rate gives $k_{\rm act}/k_{K=0}=(a\epsilon^\ddagger/a^\ddagger\epsilon)^{1/2}$. For general counts, approximating $f(K)\approx f(0)e^{-\beta aK^2}$ over an unrestricted range gives $I\approx f(0)\sqrt{\pi/\beta a}$, and the ratio becomes $(aT^\ddagger/a^\ddagger T)^{1/2}$ with the temperatures taken at $\epsilon$ and $\epsilon^\ddagger$. The active rotor is an extra degree of freedom, counting as half an oscillator (a factor $\epsilon^{1/2}$), that is switched on as $J$ grows and that, its width being proportional to $\sqrt{T/a}$, widens the reactant more than the TS when $a^\ddagger/a>T^\ddagger/T$.

**Limits of validity.** The divergence in (v) is formal. For $K=0$ the effective barrier $E_0-(B-B^\ddagger)X$ vanishes before $X=E/B$ is reached, since $E_0/(B-B^\ddagger)<E/B$ is the same as $B^\ddagger/B<\tau$, and (A2) can fail earlier still, once $1/k$ approaches the time of vibrational redistribution. Uniqueness of the minimum is not proved. Near threshold $N^\ddagger$ is a staircase and $\beta^\ddagger$ has meaning only after coarse-graining. For an asymmetric TS $K$ is not exactly conserved, and the states $+K$ and $-K$ mix. The magnitude $|K|$, on which alone the rates depend, remains a good label where the asymmetry couples levels of different $|K|$ only weakly compared with their spacing. If the figure axis of the TS differs from that of the reactant, the two projections are different quantities and the formula for $k_K$ does not apply as written.

**Variational TS.** If the TS is placed at the $r^*(X)$ that minimizes $F(r,X)=\ln N^\ddagger$, then $dF/dX=\partial_XF+\partial_rF\,dr^*/dX=\partial_XF$, because $\partial_rF=0$ at an interior minimum. For $K=0$ this is $-\beta^\ddagger B(r^*)$, so the slope criterion holds locally with the constants at $r^*(X)$. A switch between two competing minima puts a kink in $k$.

## Proposition: between the two limits

Let $p_K=\rho(E-R)/\sum_K\rho(E-R)$, and suppose $p_K>0$ for all $K$. Model the scrambling of $K$ by $\dot P_K=-k_KP_K+\gamma\,(p_K\sum_{K'}P_{K'}-P_K)$ with $P_K(0)=p_K$: at rate $\gamma$ the molecule forgets $K$ completely. Then (a) $k_{\rm act}=\sum p_Kk_K$; (b) the survival $S(t)=\sum P_K$ satisfies $S(t)\ge e^{-k_{\rm act}t}$, with initial decay rate $k_{\rm act}$, for every $\gamma\ge0$; (c) for $\gamma>0$ the slowest decay rate $\lambda$ is the root below $\gamma+\min k_K$ of $1=\gamma\sum_Kp_K/(\gamma+k_K-\lambda)$; (d) $\lambda=k_{\rm act}-\mathrm{Var}(k)/\gamma+O(\gamma^{-2})$, with $\mathrm{Var}(k)=\sum p_K(k_K-k_{\rm act})^2$.

*Proof.* (a) In $p_Kk_K$ the factor $\rho(E-R)$ cancels, leaving $cN^\ddagger/\sum\rho$. (b) Put $u_K=\sqrt{p_K}$ and $P_K=u_Kv_K$. Then $\dot v=Wv$ with the symmetric matrix $W=-\mathrm{diag}(k_K)+\gamma(uu^{\rm T}-1)$, $v(0)=u$, $u^{\rm T}u=1$, and $S=u^{\rm T}e^{Wt}u=\sum_jw_je^{-\lambda_jt}$ with spectral weights $w_j\ge0$ that sum to one. Their mean rate is $\sum w_j\lambda_j=-u^{\rm T}Wu=\sum p_Kk_K$, since $u^{\rm T}(uu^{\rm T}-1)u=0$. This is $-\dot S(0)$, and convexity of the exponential gives the bound. (c) $Wv=-\lambda v$ reads $(\gamma+k_K-\lambda)v_K=\gamma u_K(u\cdot v)$. If $u\cdot v=0$ then $\lambda=\gamma+k_K$ for some $K$. Otherwise, solving for $v_K$, multiplying by $u_K$ and summing gives the equation. Its right side rises monotonically from $0$ to $\infty$ on $(-\infty,\gamma+\min k_K)$, so exactly one eigenvalue lies there and all others lie higher. (d) For $\gamma>|k_K-\lambda|$ the geometric series gives $1=1-(k_{\rm act}-\lambda)/\gamma+\sum p_K(k_K-\lambda)^2/\gamma^2-\dots$ Hence $\lambda=k_{\rm act}+O(1/\gamma)$, and inserting this in the quadratic term gives the result. $\square$

By (a), the two cases of the orientation remark carry over to active $K$, exactly for classical oscillators and to first order otherwise: a weighted mean of rates all below $k_0$, or all above it, lies on the same side. Active $K$ is safe, in the sense $\lambda\approx k_{\rm act}$, when $\gamma\gg\max_K|k_K-k_{\rm act}|$, so that the series in (d) converges quickly. This also makes $\mathrm{Var}(k)/\gamma\ll k_{\rm act}$, because the mean of $|k_K-k_{\rm act}|$ is at most $2k_{\rm act}$ and so $\mathrm{Var}(k)\le2k_{\rm act}\max_K|k_K-k_{\rm act}|$. A small $\mathrm{Var}(k)/\gamma$ alone is not enough: if any channel is closed, (c) gives $\lambda<\gamma$ however small $\mathrm{Var}(k)$ is. At $\gamma=0$ blocks closed at the TS never decay.

## Worked example

The model is a prolate top with round parameters: $A=A^\ddagger=5.0$, $B=0.40$, $B^\ddagger=0.15$, so $a=4.60$ and $a^\ddagger=4.85$, and $E_0=20000$. The reactant modes are 3000, 3000, 2900, 1400, 1400, 1300, 1000, 1000, 700, and the TS modes 3000, 3000, 2900, 1400, 1400, 1000, 400, 400, so $n=8$. The two ratios are $B^\ddagger/B=0.375$ and $(A^\ddagger+2B^\ddagger)/(A+2B)=5.3/5.8=0.914$.

The harmonic levels are counted by the Beyer–Swinehart recursion. The degeneracy $g_i$ of the level at $100\,i$ cm⁻¹ starts as $g_0=1$, and each mode $\tilde\nu$ is added by $g_i\leftarrow g_i+g_{i-\tilde\nu/100}$ in ascending $i$, which multiplies the generating function by $1/(1-e^{-z\tilde\nu})$. This is exact here because all modes are multiples of 100. To satisfy (A4), each level is broadened by a normalized Gaussian of width $\sigma=300$. A Gaussian centred at $\epsilon_i$ has Laplace transform $e^{-z\epsilon_i+z^2\sigma^2/2}$, so $N$, $\rho$ and $\rho'$ have transforms $z^{-1}$, $1$ and $z$ times $e^{z^2\sigma^2/2}\prod(1-e^{-z\tilde\nu})^{-1}$, and $\beta,\beta^\ddagger$ were obtained by trapezoidal inversion of these along a vertical contour. Broadening multiplies a locally exponential count by $e^{\beta^2\sigma^2/2}$, and so $k$ by $e^{(\beta^{\ddagger2}-\beta^2)\sigma^2/2}$, which is $1.005$ at $E=35000$ and about $1.03$ at $E=24000$ (where $\beta=2.56\times10^{-4}$ cm and $\beta^\ddagger=9.02\times10^{-4}$ cm). This estimate leaves out the steps of the count. At $E=35000$ the unbroadened $N^\ddagger$ jumps from 3% below to 2% above the broadened value, which with $\rho$ kept broadened moves $k_0$ between about $6.5\times10^{11}$ and $6.9\times10^{11}$ s⁻¹, so already the second figure of $k_0$ belongs to the broadened model. The step also exceeds the 0.8% rise of the $K=0$ rate at $J=20$ tabulated below, so that rise is a property of the smoothed count. The steps matter more at the lower energy: the unbroadened $N^\ddagger$ jumps from 234 to 276 at 4000 cm⁻¹ above threshold, that is, from 11% below to 5% above the broadened value of 263.9. Beyond its order of magnitude and leading figure, $k_0$ at $E=24000$ therefore belongs to the broadened model. Rates at finite $J$ are the explicit sums of (i). The ratios below depend on $\sigma$ in their last figure. Between $\sigma=150$ and $500$, at $E=35000$ the active ratio at $J=60$ moves from 0.735 to 0.737 and its minimum from 0.728 to 0.730, while $J=51$ and $J=131$ stay fixed. At $E=24000$ and $J=100$ the active ratio moves from 0.31 to 0.33 and the $K=0$ ratio from 0.65 to 0.68. The crossover $E^*$ stays between 27570 and 27670.

**$E=35000$.** Here $N^\ddagger=1.2988\times10^5$ and $\rho=5801.5$ per cm⁻¹, so
$$k_0=2.9979\times10^{10}\times\frac{1.2988\times10^5}{5801.5}=6.71\times10^{11}\ \mathrm{s^{-1}},$$
a lifetime of 1.49 ps, short enough that (A2) would need separate support in a real molecule. With $hc/k_B=1.43878$ cm K, $\beta=1.8869\times10^{-4}$ cm gives $T=7625$ K and $\beta^\ddagger=3.8256\times10^{-4}$ cm gives $T^\ddagger=3761$ K. The ratio $T^\ddagger/T=0.493$ lies between $0.375$ and $0.914$, the quantum analogue of case (v). The initial slopes are
$$\text{active: }\tfrac13\,(1.8869\times5.8-3.8256\times5.3)\times10^{-4}=-3.11\times10^{-4},$$
$$K=0:\ (1.8869\times0.40-3.8256\times0.15)\times10^{-4}=+1.81\times10^{-5}.$$

| $J$ | $BX$ | $k_{\rm act}/k_0$ | $k_{K=0}/k_0$ |
|---|---|---|---|
| 20 | 168 | 0.891 | 1.008 |
| 40 | 656 | 0.749 | 1.031 |
| 60 | 1464 | 0.736 | 1.071 |
| 100 | 4040 | 0.843 | 1.220 |
| 150 | 9060 | 1.160 | 1.652 |
| 200 | 16080 | 2.142 | 2.953 |

Over $0\le J\le200$ the active rate has a single minimum, $4.89\times10^{11}$ s⁻¹ or $0.729\,k_0$ at $J=51$, and exceeds $k_0$ from $J=131$. Lemma 4, with the averages taken over the discrete $K$ sums, gives slopes $-2.39\times10^{-4}$ at $J=20$ and $+2.27\times10^{-5}$ at $J=100$. At $J=100$ the edge term is absent, because $aL^2$ and $a^\ddagger L^2$ exceed the available energies. There $k_{\rm act}/k_{K=0}=0.8426/1.2202=0.6905$, and the estimate $(aT^\ddagger/a^\ddagger T)^{1/2}$ with temperatures at $\epsilon$ and $\epsilon^\ddagger$ is $0.6918$, higher by $0.2\%$ of the summed value.

For adiabatic $K$ the accelerating band is
$$\frac{K^2}{X}<\frac{0.4932\times0.40-0.15}{4.85-0.4932\times4.60}=0.0183,$$
a half-width of $\arcsin\sqrt{0.0183}=7.8^\circ$ about the perpendicular. At $J=60$ this first-order bound is $K^2<0.0183\times3660$, which admits $|K|\le8$, and the explicit rates exceed $k_0$ up to $|K|=8$. The opposite orientation is strongly slowed: $k/k_0=0.658$ for $J=K=20$ and $0.106$ for $J=K=40$.

**Mixing at $J=60$.** Here $k_{\rm act}=4.94\times10^{11}$ s⁻¹ and $\mathrm{Var}(k)/k_{\rm act}^2=0.191$. Channels are closed when $4.85K^2>15000-0.15\times3660$, that is for $|K|\ge55$, and these hold $0.5\%$ of the population; in the broadened count they keep only the Gaussian tail, about $10^{-4}k_{\rm act}$ at $|K|=55$. Diagonalizing the rate matrix gives $\lambda/k_{\rm act}=0.980$ at $\gamma=10\,k_{\rm act}$, where (d) gives $1-0.191/10=0.981$. At $\gamma=k_{\rm act}$ it gives $0.737$, where the first-order formula (d) gives $0.809$: the higher terms in $1/\gamma$ can no longer be neglected. At $\gamma=0.1\,k_{\rm act}$ it gives $0.099$, just under the bound $\gamma+\min k_K\approx\gamma$ of (c): the longest-lived molecules wait for $K$ to change. This slowest mode has spectral weight only $0.016$ in $S(t)$, so it describes the tail of the decay and not its bulk.

**$E=24000$.** Now $k_0=1.52\times10^{10}$ s⁻¹, $T=5620$ K, $T^\ddagger=1595$ K, and $T^\ddagger/T=0.284$ lies below both $B^\ddagger/B=0.375$ and $A^\ddagger/A=1$. At $J=20$, $60$, $100$ the active rate is $0.69$, $0.44$, $0.32$ of $k_0$, decreasing at every step up to $J=100$, and the $K=0$ rate is $0.99$, $0.88$, $0.65$.

**Crossover.** Solving $\beta(E)B=\beta^\ddagger(E-E_0)B^\ddagger$ by bracketed root-finding gives $E^*\approx27700$ cm⁻¹ (331 kJ/mol). Classical oscillators with the same numerical $E_0$ give $20000/(1-0.375)=32000$, and $20000/(1-5.3/5.8)=232000$ for small-$J$ active $K$, far beyond any harmonic description. The direction of the quantum shift follows from $1/(1-e^{-z\tilde\nu})=e^{z\tilde\nu/2}/[2\sinh(z\tilde\nu/2)]\approx e^{z\tilde\nu/2}/z\tilde\nu$ at small $z$. At high energy this shifts each count by its zero-point energy $Z$, half the sum of the modes, so that $T^\ddagger/T\approx(E-E_0+Z^\ddagger)/(E+Z)$. Cross-multiplying shows that this exceeds $\tau$ when $Z^\ddagger/Z>\tau$, which holds here because the mode sums are 13500 and 15700 while $\tau=0.429$ at $E=35000$. Classical counting accordingly narrows the band at that energy to $K^2/X<0.0074$.

**Oblate and variational variants.** With the same vibrations and $E=35000$, take an oblate top with axial constant $0.2$, $B=0.4$, and TS values $0.15$ and $0.3$. Then $R^\ddagger/R=0.75>0.493$ for every $K$, and at $J=60$ the active rate is $0.884\,k_0$ with slope $-3.47\times10^{-5}$ from Lemma 4. For a loose TS take $K=0$, classical counting and
$$F=8\ln\!\left[E-D\left(1-e^{-\alpha(r-1)}\right)^2-\frac{BX}{r^2}\right]+2c_b(r-1),$$
with $r$ in units of the equilibrium length, $D=22000$, $\alpha=3.0$, and two bends softening as $e^{-c_b(r-1)}$ with $c_b=1.5$. Numerical minimization moves $r^*$ inward from $2.04$ at $J=0$ to $2.00$ at $J=100$. There $dF/dX=-8B/(r^{*2}\epsilon^\ddagger)=-5.68\times10^{-5}$, with $\epsilon^\ddagger$ the bracket at $r^*$. As $r^*$ shrinks, $B(r^*)/B=1/r^{*2}$ grows, so the ratio to be compared with $T^\ddagger/T$ is itself a function of $J$.

All numerical values are calculated from the stated model.
